# Width of the Electron-Current Burst at an Rf-Driven Electrode

## Problem

An electrode in a low-pressure plasma is driven at 13.56 MHz through a blocking capacitor. The voltage drop across its sheath, from the plasma edge down to the electrode, is

$$V(\phi)=V_{dc}-V_1\cos\phi,\qquad \phi=\omega t,$$

with amplitude $V_1=200$ V. The amplitude is half the peak-to-peak swing. The electron temperature is $T_e=3$ eV. Electrons reach the electrode in a short burst around each voltage minimum.

(a) For what fraction of the cycle does the electron current exceed half its peak value, and how long is this in nanoseconds?

(b) Is the sheath voltage still retarding at its minimum, as the answer to (a) requires? Take singly charged ions of mass $M=40$ u.

(c) How does the width change if the sheath voltage is not a pure sinusoid?

(d) For a sheath-edge density $n_s=10^{10}$ cm$^{-3}$ and a gas at 10 mTorr and 300 K, how large are the effects of electron inertia, displacement current, ion motion and collisions?

Throughout, $T_e$ is expressed in volts, so that the thermal energy is $eT_e$. The electron mass is $m$, and $V$ is positive when the electrode is negative with respect to the plasma.

## Solution

### (a) The width

**Flux through a retarding sheath.** Let the electrons entering the sheath have a Maxwellian distribution, and let them cross before $V$ changes appreciably. An electron with velocity $v$ towards the electrode arrives if $mv^2/2>eV$. Motion parallel to the surface does not help it over the barrier. The arriving flux is therefore

$$\Gamma_e=n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{\sqrt{2eV/m}}^{\infty}v\,e^{-mv^2/(2eT_e)}\,dv .$$

Put $w=mv^2/(2eT_e)$. Then $v\,dv=(eT_e/m)\,dw$, and the lower limit becomes $w=V/T_e$. The integral equals $(eT_e/m)e^{-V/T_e}$, so

$$\Gamma_e=n_s\sqrt{\frac{eT_e}{2\pi m}}\,e^{-V/T_e}=\frac{n_s\bar v}{4}\,e^{-V/T_e},\qquad \bar v=\sqrt{\frac{8eT_e}{\pi m}} .$$

This holds for $V\ge0$. For negative $V$ there is no barrier, and the flux in this planar model stays at $n_s\bar v/4$.

**Half maximum.** The smallest voltage, $V_{min}=V_{dc}-V_1$, occurs at $\phi=0$. Dividing the flux by its value there removes $n_s$, $\bar v$ and $V_{dc}$:

$$\frac{\Gamma_e(\phi)}{\Gamma_e(0)}=\exp\left[-\frac{V_1(1-\cos\phi)}{T_e}\right].$$

At the half-maximum angle $\phi_h$ this ratio is $1/2$. Taking logarithms gives

$$V_1(1-\cos\phi_h)=T_e\ln2 .$$

The current is halved when the voltage has risen by $T_e\ln2=2.079$ V, which is about one percent of the amplitude. The burst nevertheless lasts longer than one percent of the cycle, because a sinusoid lingers near its minimum.

With $1-\cos\phi_h=2\sin^2(\phi_h/2)$, the half-angle is

$$\phi_h=2\arcsin\sqrt{\frac{T_e\ln2}{2V_1}} .$$

The burst extends from $-\phi_h$ to $+\phi_h$, so its full width as a fraction of the cycle is $f=2\phi_h/2\pi$:

$$f=\frac{2}{\pi}\arcsin\sqrt{\frac{T_e\ln2}{2V_1}} .$$

**Small-angle form.** Let $a=T_e\ln2/V_1$ and $z=\sqrt{a/2}$. Since $\arcsin z\approx z+z^3/6$,

$$\phi_h\approx2z\left(1+\frac{z^2}{6}\right)=\sqrt{2a}\left(1+\frac{a}{12}\right).$$

To leading order,

$$f\approx\frac1\pi\sqrt{\frac{2T_e\ln2}{V_1}} .$$

**Numbers.** Here $a=2.079/200=0.0104$, so $\sqrt{2a}=0.144$ rad, or 8.3 degrees. Dividing by $\pi$ gives

$$f=0.0459\approx4.6\ \%.$$

The period is 73.7 ns, and the burst lasts $0.0459\times73.7=3.4$ ns. The small-angle form is low by 0.09 % of the width, which is negligible beside the physical uncertainties. "About five percent of the cycle" is a fair rounding.

**Shape.** For small angles the burst is a Gaussian, $\exp[-V_1\phi^2/(2T_e)]$, with standard deviation $\sigma=\sqrt{T_e/V_1}=0.122$ rad. The fraction of its charge between the half-maximum points is $\mathrm{erf}(\phi_h/\sqrt2\sigma)$. Since $\phi_h=\sigma\sqrt{2\ln2}$, this equals $\mathrm{erf}(\sqrt{\ln2})$, or 76 %. About a quarter of the electrons thus arrive outside the quoted width.

**Scaling and limits.** At fixed $T_e$, four times the voltage amplitude halves the width. At fixed $V_1$, a 20 % error in $T_e$ changes the width by about 10 %. In the opposite limit, lowering $V_1$ to $T_e\ln2/2$ makes the argument of the arcsine equal to one and $f=1$: the current then drops just to half its peak at the voltage maximum. For still smaller amplitudes it never falls that far, and a full width at half maximum does not exist.

### (b) Is the minimum voltage positive?

The blocking capacitor allows no mean current. If the electrode emits no electrons, the cycle-averaged electron flux must equal the mean ion flux. Take the latter as $n_su_B$, where $u_B=\sqrt{eT_e/M}$ is the Bohm speed with which ions enter the sheath. Then

$$\frac{n_s\bar v}{4}\,e^{-V_{dc}/T_e}\,\frac1{2\pi}\int_{-\pi}^{\pi}e^{(V_1/T_e)\cos\phi}\,d\phi=n_su_B .$$

The average over the cycle is the modified Bessel function $I_0(V_1/T_e)$. Solving for the mean sheath voltage gives

$$V_{dc}=T_e\left[\ln\frac{\bar v}{4u_B}+\ln I_0\left(\frac{V_1}{T_e}\right)\right].$$

For $V_1\gg T_e$ the integral comes from the neighbourhood of $\phi=0$. Replacing $\cos\phi$ by $1-\phi^2/2$ and extending the limits to infinity gives

$$I_0(x)\approx\frac{e^x}{2\pi}\int_{-\infty}^{\infty}e^{-x\phi^2/2}\,d\phi=\frac{e^x}{\sqrt{2\pi x}},\qquad x=\frac{V_1}{T_e}.$$

The term $e^x$ contributes $V_1$ to $V_{dc}$. Subtracting $V_1$ leaves

$$V_{min}\approx T_e\left[\ln\frac{\bar v}{4u_B}-\frac12\ln\frac{2\pi V_1}{T_e}\right].$$

The speeds are $\bar v=1159$ km/s and $u_B=2.69$ km/s, so $\bar v/4u_B\approx108$, with logarithm 4.68. Also $2\pi V_1/T_e=419$, and half its logarithm is 3.02. Hence $V_{min}\approx3\times(4.68-3.02)=5.0$ V and $V_{dc}\approx205$ V. The electrode stays negative with respect to the plasma edge throughout the cycle, as part (a) assumed. Whether the potential also falls steadily across the sheath is examined below.

The mean potential of the electrode is thus 205 V below that of the plasma edge. The bulk plasma lies higher by roughly another $T_e/2=1.5$ V, the drop that accelerates the ions to the Bohm speed. The self-bias measured against ground is smaller in magnitude than 205 V by the mean potential of the plasma edge, which this problem does not specify.

The balance also fixes the height of the burst. The ratio of peak electron flux to ion flux is $(\bar v/4u_B)e^{-V_{min}/T_e}$, and inserting the approximate $V_{min}$ turns it into $\sqrt{2\pi V_1/T_e}\approx20$. Electrons must deliver in a few percent of the cycle the charge that ions deliver during all of it.

**Where the condition fails.** The ratio of speeds is $\bar v/4u_B=\sqrt{M/(2\pi m)}$. The approximate $V_{min}$ is positive if $M/(2\pi m)>2\pi V_1/T_e$, that is, if

$$V_1<\frac{M}{4\pi^2m}\,T_e .$$

For the present ions and temperature this limit on the sign of $V_{min}$ is 5.5 kV. Beyond it the minimum voltage becomes negative, say $-U$, and the electron flux saturates at $n_s\bar v/4$ near the minimum. Half of this saturated value is reached at $V=T_e\ln2$, so that $V_1(1-\cos\phi_h)=U+T_e\ln2$. The burst acquires a flat top and is wider than the formula of part (a) predicts.

This limit is only a rough guide, because it assumes that the potential falls steadily from the plasma edge to the electrode. When the total drop is only a few volts, electrons can outnumber the sparse ions near the electrode and create a potential minimum in front of it. That minimum holds back electrons even if the electrode itself does not.

The present case is already marginal in this respect. At the electrode only the incoming half of the Maxwellian is present, so at the voltage minimum the electron density there is about $\frac12n_se^{-V_{min}/T_e}=0.095\,n_s$. The ions follow the mean voltage, and without collisions their density there is $n_s/\sqrt{1+2V_{dc}/T_e}=0.085\,n_s$. With the approximate $V_{min}$ the ratio of the two is $\sqrt\pi\,(V_1/T_e)/(\bar v/4u_B)\approx1.1$. It passes one near $V_1=180$ V and grows in proportion to $V_1$. Space charge can therefore begin to cap the peak of the burst at amplitudes near 200 V, long before 5.5 kV. At 200 V the excess corresponds to only about $T_e\ln1.1\approx0.3$ V, so the correction is modest. At several hundred volts and above, the formula of part (a) is no longer assured.

### (c) Other waveforms

**A small second harmonic.** Add $V_2\cos2\phi$ to the sheath voltage. Its rise above the value at $\phi=0$ is then

$$V-V_{min}=V_1(1-\cos\phi)-V_2(1-\cos2\phi)\approx\frac{V_1-4V_2}{2}\,\phi^2 .$$

The factor 4 arises because $1-\cos2\phi\approx(2\phi)^2/2$. The harmonic acts on the width through the curvature at the minimum, which changes from $V_1$ to $V_1-4V_2$. As long as this curvature stays positive and the quadratic term dominates over the burst,

$$f\approx\frac{1}{\pi}\sqrt{\frac{2T_e\ln2}{V_1-4V_2}} .$$

A harmonic of $V_2=10$ V, one twentieth of the fundamental, lowers the curvature by 20 %. The width grows by $1/\sqrt{0.8}=1.12$, from 4.6 to 5.1 % of the cycle. With the opposite sign of $V_2$ the burst would be narrower.

**A sheath driven by a sinusoidal current.** Suppose that the ions have uniform density $n_i$, and that electrons are absent within a distance $s(t)$ of the electrode. By Gauss's law the field rises linearly from zero at the electron edge to $en_is/\varepsilon_0$ at the electrode. The voltage is the area under this triangle:

$$V=\frac{en_is^2}{2\varepsilon_0} .$$

The displacement current density is $\varepsilon_0$ times the rate of change of the field at the electrode, which is $en_i\,ds/dt$. If the current is sinusoidal and carried mainly as displacement current, $s$ is sinusoidal too. For a sheath that just collapses once per cycle, $s\propto1-\cos\phi$, and

$$V=V_{max}\left(\frac{1-\cos\phi}{2}\right)^2=V_{max}\left(\frac38-\frac12\cos\phi+\frac18\cos2\phi\right).$$

The second form follows from $\cos^2\phi=(1+\cos2\phi)/2$. The minimum must in fact stay retarding. A plain constant added to $V$ for this purpose cancels from the width; a residual sheath thickness does not, as shown below.

For a fundamental of 200 V, $V_{max}$ must be 400 V, and the second harmonic is 50 V. Then $V_1-4V_2=0$: the curvature vanishes, and the voltage rises as $\phi^4$. Half maximum must now be found from the whole function. With $(1-\cos\phi)/2=\sin^2(\phi/2)$,

$$V_{max}\sin^4\frac{\phi_h}{2}=T_e\ln2,\qquad f=\frac2\pi\arcsin\left(\frac{T_e\ln2}{V_{max}}\right)^{1/4}.$$

Here $(2.079/400)^{1/4}=0.269$, which gives $f=17.3\ \%$, nearly four times the sinusoidal result with the same fundamental amplitude.

This width is sensitive to how completely the sheath collapses. If a thickness remains at the minimum, then $V=(p+q\sin^2(\phi/2))^2$ with $p^2=V_{min}$, and the cross term $2pq\sin^2(\phi/2)$ restores a curvature. The fundamental amplitude is $pq+q^2/2$. Keeping it at 200 V and requiring zero net current, as in part (b), gives $V_{min}\approx7$ V and a width of about 9 %. The value 17.3 % thus belongs to the fully collapsing waveform, with at most a constant added.

A sinusoidal voltage between the two electrodes does not rule this case out. In a symmetric discharge the opposite sheath has the same form shifted by half a cycle, so $\cos\phi$ changes sign. The difference of the two sheath voltages is

$$V_{max}\left[\left(\frac{1-\cos\phi}{2}\right)^2-\left(\frac{1+\cos\phi}{2}\right)^2\right]=-V_{max}\cos\phi .$$

The harmonics cancel in the total although each sheath contains them. The premise of part (a) is better suited to a small driven electrode facing a much larger grounded surface. Nearly all the applied voltage then falls across one sheath, and that voltage is sinusoidal if the generator and matching network impose a sinusoid at the electrode and the drop in the plasma is small.

### Table of cases

All rows have $T_e=3$ eV and a frequency of 13.56 MHz.

| Sheath voltage | Width (% of cycle) | Duration (ns) |
|---|---:|---:|
| Sinusoid, 200 V amplitude | 4.6 | 3.4 |
| Sinusoid, 200 V peak to peak | 6.5 | 4.8 |
| 200 V fundamental, $V_2=10$ V | 5.1 | 3.8 |
| 200 V fundamental, $V_2=50$ V | 17.3 | 12.8 |

The second row has $V_1=100$ V, so its width is larger than the first by $\sqrt2$. The last row is the fully collapsing uniform-ion waveform, with at most a constant added; a residual sheath thickness makes the burst narrower.

### (d) Effects left out

**Electron inertia.** The Debye length is $\lambda_D=\sqrt{\varepsilon_0T_e/(en_s)}=0.129$ mm. Near the voltage minimum electrons refill much of the sheath, and the thickness of the retarding region is not sharply defined. As a trial value take five Debye lengths, 0.64 mm. An electron at the mean speed crosses this distance in $0.64\ \text{mm}/(1159\ \text{km/s})\approx0.55$ ns, which is not wholly negligible beside 3.4 ns.

A better estimate follows test electrons, entering with a Maxwellian flux, through a uniform field $V(t)/d$ across a fixed thickness $d=0.64$ mm. The width comes out at 4.6 %, both for this thickness and for a sheath twenty times thinner, against 4.59 % from the formula. The printed values 4.61 and 4.60 are raised by about 0.01 by the smoothing of the computed signal. These differences are too small to matter. The main effect of inertia here is a delay: the mean arrival lies about 0.3 ns after the voltage minimum. This is not a flight time, since an electron may enter before the minimum. The fixed thickness and uniform field make the calculation an estimate of size; a real sheath edge moves, and the small voltage drop at the minimum can be spread over much of the expanded sheath. With the full 2.4 mm found below as the thickness, the delay rises to about 1 ns, while the width is still only 4.7 %.

At fixed $V_1$, $T_e$ and $n_s$, a tenfold higher frequency would shorten the predicted burst to 0.34 ns, comparable with the crossing time. The assumption of a quick crossing would then no longer be safe, although in the same uniform-field estimate with 0.64 mm the width grows only to 4.9 % of the cycle. These estimates keep $V_{dc}$ at its value from part (b). Inertia then also lowers the collected charge, by about 10 % for 2.4 mm and about 40 % at the tenfold frequency, so the current balance would settle at a lower $V_{dc}$.

**Sheath thickness.** The remaining estimates need the thickness of the expanded sheath. Let $U(x)$ be the voltage drop at distance $x$ from the sheath edge. Neglect electrons and the ions' entry energy, so that the ion speed is $\sqrt{2eU/M}$. For a steady ion current density $J_i=en_su_B$, Poisson's equation reads

$$U''=KU^{-1/2},\qquad K=\frac{J_i}{\varepsilon_0}\sqrt{\frac{M}{2e}}=\frac{T_e^{3/2}}{\sqrt2\,\lambda_D^2} .$$

Multiply by $U'$ and integrate from the edge, where $U=U'=0$. This gives $U'^2/2=2KU^{1/2}$, or $U'=2\sqrt K\,U^{1/4}$. A second integration gives $\frac43U^{3/4}=2\sqrt K\,x$. At the electrode, with $U=V_{dc}$ and $x=s$,

$$s=\frac{2}{3\sqrt K}V_{dc}^{3/4}=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V_{dc}}{T_e}\right)^{3/4}=2.4\ \text{mm}.$$

This is the Child law evaluated at the mean voltage, a rough measure for an oscillating sheath.

**Displacement current.** With a fixed capacitance per area $\varepsilon_0/s$, the displacement current density is $(\varepsilon_0\omega V_1/s)\sin\phi$, with amplitude 6.2 mA/cm$^2$. The ion current density is 0.43 mA/cm$^2$, and the peak electron current density is 20.4 times larger, 8.8 mA/cm$^2$.

At half maximum, $\sin\phi_h\approx0.144$, and the displacement current is about 0.9 mA/cm$^2$ against 4.4 mA/cm$^2$ of electrons. The effective thickness may be smaller at that moment, however. With 0.64 mm in place of 2.4 mm the displacement current becomes about 3.4 mA/cm$^2$, comparable with the electron current. The width found in part (a) therefore belongs to the electron conduction current and cannot be read directly from the total current. If the source does not hold the voltage sinusoidal against these currents, they also reshape $V(t)$.

The same comparison limits the current-driven case of part (c). Its derivation neglects conduction current beside displacement current, which these numbers do not justify during the burst. The 17.3 % describes the stated voltage waveform; it is not a self-consistent prediction for this plasma.

**Ion motion.** The solution above has $U\propto x^{4/3}$, so the ion speed grows as $x^{2/3}$. With final speed $v_s=\sqrt{2eV_{dc}/M}$, the crossing time is

$$\int_0^s\frac{dx}{v_s(x/s)^{2/3}}=\frac{3s}{v_s},$$

which is 3.1 periods. The ions average over much of the oscillation, though not completely. Some modulation of the ion current can remain, but the balance in part (b) uses only its mean, and the electron width does not contain it.

**Collisions.** At 10 mTorr and 300 K, with a rough electron cross-section of $10^{-15}$ cm$^2$, the mean free path is 31 mm. The probability of a collision is about $0.64/31\approx2\ \%$ across the thickness assumed for the burst, and $2.4/31\approx8\ \%$ across the mean thickness. Treating the electron crossing as collisionless is reasonable at this pressure. Ions are less free: with a rough cross-section of $10^{-14}$ cm$^2$ their mean free path is about 3 mm, comparable with the sheath thickness. The Child-law thickness and the ion crossing time, which neglect ion collisions, are therefore only rough.

## The estimate beside a real reactor

The parameters are rough, illustrative values for a low-pressure capacitive discharge. One assumption that may fail in a real reactor is the sinusoidal sheath voltage. For the two non-sinusoidal waveforms in the table, this moves the width from 4.6 % to 5.1 % or as far as 17 %. The last figure belongs to uniform ions and full collapse. It is neither a bound nor a prediction for a real reactor, where the ion density usually falls towards the electrode, which narrows this burst somewhat, and where the circuit also shapes the voltage.

The electron distribution may also depart from a Maxwellian. For a sinusoidal voltage the temperature enters through the voltage rise $\Delta V$ that halves the arriving flux, and the small-angle width is $\sqrt{2\Delta V/V_1}/\pi$ whatever the distribution. For the Maxwellian, $\Delta V=T_e\ln2$. In this example the relevant electrons have energies towards the electrode from about 5 eV upwards, so a temperature inferred from slower electrons may give the wrong width. The numerical output below lists the values to more digits than the estimate warrants for a real reactor.

## Computed values

```
Voltage amplitude V1: 200 V
Electron temperature Te: 3.0 eV
Frequency: 13.56 MHz
Period: 73.7 ns
Sheath-edge density: 1.0e+10 cm^-3
Ion mass: 40 u
Te*ln2: 2.079 V
Te*ln2/V1: 0.01040
Half-angle at half maximum: 0.1443 rad
Half-angle at half maximum: 8.27 degrees
Full width, arcsine formula: 4.59 % of cycle
Full width, small-angle formula: 4.59 % of cycle
Small-angle relative error: 0.087 %
Burst duration: 3.39 ns
Gaussian standard deviation: 0.1225 rad
Charge inside full width: 76.0 %
Width if 200 V is peak to peak: 6.50 %
Electron mean speed: 1159 km/s
Bohm speed: 2.69 km/s
Mean sheath voltage Vdc: 204.99 V
Minimum sheath voltage: 4.99 V
Peak electron / ion current: 20.4
Ion current density: 0.431 mA/cm^2
Peak electron current: 8.80 mA/cm^2
Amplitude where Vmin = 0: 5.54 kV
Second harmonic tried: 10 V
Width with that harmonic: 5.13 % of cycle
Uniform-ion sheath, maximum voltage swing: 400 V
Uniform-ion sheath, second harmonic: 50 V
Uniform-ion sheath, width: 17.3 % of cycle
Debye length: 0.129 mm
Assumed collapsed sheath: 0.64 mm
Width, 20 times thinner sheath: 4.60 % of cycle
Width with electron inertia: 4.61 % of cycle
Mean arrival delay: 0.28 ns
Child-law thickness at Vdc: 2.43 mm
Displacement amplitude: 6.22 mA/cm^2
Ion transit time: 3.1 periods
Gas pressure: 10 mTorr
Gas temperature: 300 K
Rough electron cross-section: 1e-15 cm^2
Electron mean free path: 31 mm
```
